When linked and unlinked coupled-cluster equations are equivalent

**1. Two determinants**

Take a reference determinant |0⟩ and one doubly excited determinant |D⟩. Measure energies from ⟨0|H|0⟩, and let ⟨D|H|0⟩ = ⟨0|H|D⟩ = K ≠ 0 and ⟨D|H|D⟩ = Δ. The cluster operator T = tτ has one amplitude t, and τ|0⟩ = |D⟩, τ|D⟩ = 0. Hence

e^T|0⟩ = |0⟩ + t|D⟩
H e^T|0⟩ = Kt|0⟩ + (K + Δt)|D⟩.

The energy is the reference component, E = Kt. There are two ways to write the equation for t.

The unlinked way projects the Schrödinger equation on ⟨D|:

u = ⟨D|(H − E)e^T|0⟩ = K + Δt − Et = K + Δt − Kt².

The linked way first multiplies by e^(−T) = 1 − tτ, which subtracts t times the reference component from the D component:

r = ⟨D|e^(−T)H e^T|0⟩ = (K + Δt) − t(Kt) = K + Δt − Kt².

The two expressions agree for every t. As a limit, set r = 0 and multiply by K. With E = Kt this gives

K² + ΔE − E² = 0,

the secular equation of the 2×2 matrix, so both forms reproduce exact diagonalization here.

The agreement has a visible cause. The factor e^(−T) mixes into the D equation whatever lies below D. Here that is the reference component alone, and the term −Et accounts for it. With more determinants, other components can lie below the projected one, and the question is whether they too are under control.

**2. Conventions for the general case**

Let i, j, k label spin orbitals occupied in |0⟩ and a, b, c empty ones. With c†ₚ and cₚ creating and annihilating an electron in spin orbital p, define

τ_i^a = c†ₐcᵢ,  τ_ij^ab = τ_i^a τ_j^b,  τ_ijk^abc = τ_i^a τ_j^b τ_k^c.

These operators commute, because each is a product of pairs and all the creation and annihilation operators in them anticommute with one another. Exchanging two upper labels, or two lower ones, changes the sign:

τ_i^b τ_j^a = −τ_i^a τ_j^b.

For each excited determinant keep one operator τ_μ and set |μ⟩ = τ_μ|0⟩. These states and |0⟩ form an orthonormal basis. The number of electrons moved is the rank of μ. The letters S, D, T, Q denote ranks 1 to 4 when they label determinants; T standing alone as an operator is

T = Σ_μ t_μ τ_μ = T₁ + T₂ + T₃ + …

Every τ_μ raises the rank or gives zero. With finitely many electrons the series for e^T therefore ends, and e^(−T)e^T = 1. Also ⟨0|T = 0, since no state can be raised to rank zero.

Write H̄ = e^(−T)H e^T and define

E = ⟨0|H e^T|0⟩
r_μ = ⟨μ|H̄|0⟩   (linked)
u_μ = ⟨μ|(H − E)e^T|0⟩   (unlinked), for μ ≠ 0.

The linked form also assigns an energy, ⟨0|H̄|0⟩. Because ⟨0|e^(−T) = ⟨0|, this equals ⟨0|H e^T|0⟩ = E. For given amplitudes there is one energy, not two.

**3. Singles and doubles**

To compare the residuals, insert e^T e^(−T) = 1 on the left:

(H − E)e^T = e^T e^(−T)(H − E)e^T = e^T(H̄ − E).

The number E commutes with everything. Therefore

u_μ = ⟨μ|e^T(H̄ − E)|0⟩.

The vector (H̄ − E)|0⟩ has reference component E − E = 0 and excited components r_ν, so

(H̄ − E)|0⟩ = Σ_{ν≠0} r_ν|ν⟩
u_μ = Σ_{ν≠0} ⟨μ|e^T|ν⟩ r_ν.   (1)

This holds for any T. It would fail if some other number, such as the exact energy, were inserted for E: the reference component would then survive.

Now let T = T₁ + T₂ and project on singles and doubles. A single can be reached from an excited determinant only by the 1 in e^T, since any power of T raises the rank. A double can be reached from another excited determinant by the 1, or from a single by T₁. Equation (1) becomes

u_S = r_S
u_D = r_D + ⟨D|T₁|S⟩r_S,

with a sum over singles understood. In components, the last term is the coefficient of τ_i^a τ_j^b|0⟩ in T₁ Σ r_j^b τ_j^b|0⟩. The single belonging to t may take either occupied and either empty label, and each exchange gives a minus sign:

u_ij^ab = r_ij^ab + t_i^a r_j^b − t_i^b r_j^a − t_j^a r_i^b + t_j^b r_i^a.

Away from a solution the doubles residuals of the two forms can differ. Their common zeros nevertheless coincide. If r_S = r_D = 0, the formulas give u_S = u_D = 0. If u_S = u_D = 0, the first line gives r_S = 0, and then the second gives r_D = 0.

Two limits fit what came before. For T₁ = 0 the doubles residuals are equal term by term. If doubles alone are projected and T = T₂, the extra term is also absent, and u_D = r_D as in the two-determinant problem.

**4. The general statement**

Let P be the set of excited determinants used for projection. Call P, together with the reference, closed under de-excitation by T if, for every μ in P,

⟨μ|T = a combination of ⟨0| and bras ⟨ν| with ν in P.   (2)

Acting to the left, T removes excitations from the bra. Closure says that this removal never leads to an excited determinant whose equation has been left out.

Let Q be the set of excited determinants outside P. (The letter Q also denotes quadruples when it stands in a list of ranks.) Split the sum in (1):

u_P = M r_P + L r_Q
M = (e^T)_PP,  L = (e^T)_PQ.   (3)

Under closure, ⟨μ|T stays in the span of ⟨0| and the P bras. Apply T again: the P part stays in the span by (2), and the ⟨0| part gives zero. Every power of T, and hence e^T, therefore keeps ⟨μ| in this span. So L = 0 and

u_P = M r_P.

The matrix M is invertible. Order P by rank. Between determinants of equal rank e^T has the elements of the unit matrix, because powers of T raise the rank; from higher to lower rank its elements vanish. Thus M is triangular with ones on the diagonal, and det M = 1. It follows that

r_P = 0 if and only if u_P = 0,

with the same T and the same E. This is the equivalence.

The inverse is explicit as well. For μ and λ in P, insert a complete set into e^(−T)e^T = 1:

δ_μλ = Σ_ν ⟨μ|e^(−T)|ν⟩⟨ν|e^T|λ⟩.

Terms with ν in Q vanish by closure, which holds for −T as it does for T. The term ν = 0 vanishes because ⟨0|e^T|λ⟩ = ⟨0|λ⟩ = 0. What remains says that M⁻¹ = (e^(−T))_PP.

Nothing in the proof required P to be the set of determinants whose amplitudes are kept in T. If the two sets differ in size, the number of equations differs from the number of unknowns and a solution may not exist, but the two sets of conditions are still equivalent. The numerical check tests the map u_P = M r_P at random amplitudes, including cases where the two sets differ.

**5. Reading closure from the ranks**

Suppose whole ranks are kept. Removing an excitation of rank n from a determinant of rank m leaves rank m − n. Closure for arbitrary amplitudes then requires

m − n = 0 or m − n in P

for each projected rank m and each amplitude rank n ≤ m.

With the same ranks in T and P, this gives:

- S, D, SD, SDT and SDTQ are closed. So is DQ, because 4 − 2 = 2.
- ST is not closed, because 3 − 1 = 2 and doubles are missing.
- DT is not closed, because 3 − 2 = 1 and singles are missing.
- SDQ is not closed, because 4 − 1 = 3 and triples are missing.

Having the same excitations in T and P is therefore not sufficient for closure: closure for arbitrary amplitudes needs a list with no gap that T can reach from above. Section 6 shows that such a gap can actually break the equivalence.

Without closure, equation (3) still holds, and M is still triangular with unit diagonal. This gives a pointwise criterion: amplitudes that solve one form solve the other if and only if L r_Q = 0. Closure guarantees it by making L = 0. It can also hold at particular amplitudes when the rank rule above fails, for example when the amplitudes that would reach the gap vanish, in which case condition (2) is met for that particular T. The rank rule is thus sufficient, but not necessary, for a given solution of one form to solve the other.

**6. Singles plus triples**

Let T = T₁ + T₃ and project on singles and triples. The singles equations are again the same, u_S = r_S. A triple is reached from a double by T₁ and from a single by ½T₁². The operator T₃ reaches it from the reference, whose coefficient in (1) is zero. Hence

u_T = r_T + ⟨T|T₁|D⟩r_D + ½⟨T|T₁²|S⟩r_S.   (4)

At a linked solution r_S = r_T = 0, leaving

u_T = ⟨T|T₁|D⟩r_D.   (5)

No equation in this truncation makes r_D vanish. To show that (5) can be nonzero, a linked solution is needed, and one can be found by setting T₃ = 0.

Consider how e^(−T₁)…e^(T₁) changes the elementary operators. With T₁ = Σ t_i^a c†ₐcᵢ, the anticommutation rules give

[c†ᵢ, T₁] = −Σₐ t_i^a c†ₐ,  [cₐ, T₁] = Σᵢ t_i^a cᵢ
[c†ₐ, T₁] = 0,  [cᵢ, T₁] = 0.

The results of the first two commutators commute with T₁, so the expansion e^(−T₁)X e^(T₁) = X + [X,T₁] + … stops after one commutator:

c†ᵢ → c†ᵢ − Σₐ t_i^a c†ₐ
cₐ → cₐ + Σᵢ t_i^a cᵢ.

Each creation operator becomes a sum of creation operators, and each annihilation operator a sum of annihilation operators. A Hamiltonian with one- and two-electron terms keeps that form. Acting on |0⟩ it moves at most two electrons, so

⟨T|e^(−T₁)H e^(T₁)|0⟩ = 0.

The linked triples equations are thus satisfied by T₃ = 0. If T₁ solves the singles-only equations, the pair (T₁, T₃ = 0) solves the linked singles-plus-triples equations.

At this point the unlinked triples residual follows from (5). It is the coefficient of τ_i^a τ_j^b τ_k^c|0⟩ in T₁ Σ r_D|D⟩. Choosing which occupied and which empty label belongs to t gives nine terms:

u_ijk^abc =
 t_i^a r_jk^bc − t_i^b r_jk^ac − t_i^c r_jk^ba
 − t_j^a r_ik^bc + t_j^b r_ik^ac + t_j^c r_ik^ba
 − t_k^a r_ji^bc + t_k^b r_ji^ac + t_k^c r_ji^ba.   (6)

Each exchange of the label on t with another label of the same kind gives one minus sign.

For small T₁, r_jk^bc is the matrix element ⟨D|H|0⟩ plus corrections of order T₁. The leading part of (6) is therefore a single amplitude times a bare electron-pair coupling. Nothing requires such products to cancel, and one nonzero value is enough to disprove equivalence.

There is a case where the difference is hidden. With Hartree-Fock orbitals of the same Hamiltonian, Brillouin's theorem gives ⟨S|H|0⟩ = 0, and ⟨T|H|0⟩ = 0 because H moves at most two electrons. Then T = 0 solves both forms. Only that one solution is shown to be shared: equation (5) still applies to any other solution of the singles equations with T₁ ≠ 0, and gapped sets that contain doubles, such as DT and SDQ, are not protected by Brillouin's theorem, since ⟨D|H|0⟩ ≠ 0 excludes T = 0 (the gapped sets SQ and STQ, like ST, do share T = 0). To see the ST difference at small amplitudes, near the reference, the simplest choice is a reference that violates Brillouin's condition.

**7. Numbers for a hydrogen chain**

Take four hydrogen atoms in a line, 1.6 bohr apart, in the STO-3G basis. Use the restricted Hartree-Fock orbitals of the field-free chain, but include in H a static field of 0.05 atomic units along the axis. The field enters as the one-electron term +0.05 z, with z measured from the centre of the chain. It corresponds to about 2.6×10¹⁰ V/m and is chosen for illustration only: it couples occupied to empty orbitals and so violates Brillouin's condition, which makes the singles-only amplitudes nonzero. There are 36 determinants with S_z = 0. Energies below include nuclear repulsion.

For the closed set SD, the linked and unlinked equations were solved separately, and both give −2.193267 hartree. For SDT both give −2.193277 hartree. With quadruples included, both give −2.193265 hartree, the exact energy in this basis.

In this example SDT lies farther from the exact energy than SD does. Adding triples changes the energy by −0.0000096 hartree, and adding quadruples then changes it by +0.0000123 hartree. The two changes largely cancel, which favours SD. This ordering is particular to the setting and depends on basis, field and spacing. In 6-31G triples change the energy by −0.00031 hartree and quadruples by −0.0000025 hartree (−0.00038 and −0.000010 hartree in 6-311G, so these values are not converged in the basis), and there SDT is much closer to the exact energy than SD. In STO-3G with the field doubled to 0.10 atomic units SDT is also the closer one (errors −0.000003 against −0.000025 hartree), while in 6-31G at 2.5 bohr spacing without field the two errors are comparable (−0.00030 hartree for SDT, +0.00028 for SD). Equivalence of the two forms says nothing about the accuracy of a truncation.

For ST the result is different:

linked: E = −2.146847 hartree, largest |t₃| zero to rounding
unlinked: E = −2.146922 hartree, largest |t₃| = 0.00383.

The linked energy equals the singles-only energy, as derived above. The unlinked energy is lower by 0.0000747 hartree (by 0.00094 hartree in the 6-31G basis and 0.00145 hartree in 6-311G, so the size of the difference depends strongly on the basis and is not converged). Since H moves at most two electrons, T₃ does not enter E directly; it changes E through the singles equations.

One component of (6) at the linked solution can be followed by hand. Number the spatial orbitals by energy and fix each phase so that the coefficient on the atom at the most negative z is positive; the signs below, including that of the sum, depend on this choice and on the field direction. With α and β for spin, take

i → a: 1α → 3α
j → b: 2α → 4α
k → c: 1β → 4β.

Spin-changing singles vanish, which removes the four terms where t connects α with β. The other five are, in hartree:

+t_i^a r_jk^bc = (−0.009934)(−0.005933) = +0.000059
−t_i^b r_jk^ac = −(0.010580)(0.040855) = −0.000432
−t_j^a r_ik^bc = −(0.135534)(0.095884) = −0.012996
+t_j^b r_ik^ac = (0.006624)(0.006100) = +0.000040
+t_k^c r_ij^ab = (0.010580)(0.050015) = +0.000529.

The last line uses r_ji^ba = r_ij^ab, as two exchanges restore the sign. The sum is −0.01280 hartree. Direct evaluation of ⟨T|(H − E)e^T|0⟩ gives the same value. The linked solution therefore does not solve the unlinked equations. Conversely, at the unlinked solution the largest linked triples residual is 0.0129 hartree in magnitude.

**8. What the missing doubles do to separated systems**

The leftover term is a product of two factors that need not be connected by any interaction. This can be seen by taking two systems A and B that do not interact, with |0⟩ the product of their references.

Let H = H_A + H_B and T = T_A + T_B. Operators of A that conserve its electron number commute with those of B, so

H̄ = e^(−T_A)H_A e^(T_A) + e^(−T_B)H_B e^(T_B).

Acting on |0⟩, each term excites one system. Linked residuals for simultaneous excitation of A and B therefore vanish, and the others are the separate equations of A and B. Solutions for the parts combine into a solution for the whole, and their energies add.

Now test the unlinked ST equations on this additive solution, with T₃ = 0 and each part having two electrons. Choose a triple with i → a on A and jk → bc on B. In (6), the other terms contain either a single transferring an electron between the systems or a doubles residual not confined to one system. Both vanish, leaving

u_ijk^abc = t_i^a r_jk^bc.

This is a single on A times a doubles residual on B. It is generally nonzero, although nothing connects the two events, so the additive solution is rejected. The triples amplitudes that then appear can feed back: H_B can remove the pair excitation on B, leaving a single on A. The equations for A thereby depend on the presence of B.

For two H₂ molecules with a bond length of 1.4 bohr, in the same basis and field and with no interaction between them, the ST deviations from additivity are

linked: E(pair) − 2E(H₂) = 0 to rounding
unlinked: E(pair) − 2E(H₂) = −0.000102 hartree.

Here E(H₂) = −1.120844 hartree is the ST energy of one molecule, which has no triples. In the 6-31G basis the unlinked deviation is −0.00054 hartree and in 6-311G it is −0.00063 hartree, so its size depends on the basis and is not converged. The error is a consequence of the gap in the projection space, not of the unlinked form by itself. A gap does not always shift the energy, however: for the gapped set SQ the unlinked energy of this pair is additive, because H cannot connect a quadruple to a single and T₄ therefore never enters the singles equations. With SD the linked energies add by the argument above, and the equivalence theorem transfers this to the unlinked solution. The calculation finds both SD deviations zero to rounding.

**9. Other gaps, and a gap without consequence at T = 0**

The same test can be applied to other sets of ranks for the H₄ chain. At a linked DT solution, (1) leaves u_T = ⟨T|T₂|S⟩r_S, because singles are not projected. The largest component is 0.0026 hartree in magnitude. At a linked SDQ solution the remainder is ⟨Q|T₁|T⟩r_T, with magnitude 0.00076 hartree. For DQ, which skips ranks but is closed, the unlinked residual vanishes to rounding.

The set TQ shows that the rank rule is not necessary for a particular solution to be shared. It has a gap, since 4 − 3 = 1 and singles are missing. But H cannot move three or four electrons, so ⟨T|H|0⟩ = ⟨Q|H|0⟩ = 0 and T = 0 solves both forms. At T = 0 condition (2) holds trivially and L = 0, even though the space is not closed for general amplitudes. This concerns that one solution only: for T₃ ≠ 0, (1) leaves the term ⟨Q|T₃|S⟩r_S in u_Q, so the two forms need not share their other solutions.

For ST, closure could be restored by projecting on doubles as well while keeping T₂ = 0. In the H₄ example that would impose 8 + 18 + 8 = 34 equations on 8 + 8 = 16 amplitudes, so a solution is not to be expected in general. Including T₂ as well gives SDT, where the space is closed and the numbers of equations and amplitudes match.

Values computed for the example and the checks

```
H4 chain spacing = 1.6 bohr
Static field = 0.05 atomic units
Determinants with S_z=0: 36; S,D,T,Q counts: [8, 18, 8, 1]
Largest error of u = M r, closed spaces = 2.2e-16 hartree
H4 reference energy = -2.12732204 hartree
H4 exact (full CI) energy = -2.19326453 hartree
SD energy: linked -2.19326722, unlinked -2.19326722 hartree
SDT energy: linked -2.19327681, unlinked -2.19327681 hartree
SDTQ energy: linked -2.19326453, unlinked -2.19326453 hartree
Singles-only energy = -2.14684747 hartree
ST energy: linked -2.14684747, unlinked -2.14692216 hartree
ST energy, unlinked minus linked = -7.4698e-05 hartree
ST max |t1|: linked 0.135534, unlinked 0.136133
ST max |t3|: linked 9.6e-19, unlinked 0.003832
Max |r_D| at linked ST solution = 0.136728 hartree
Max |u_T| at linked ST solution = 0.012799 hartree
Max |r_T| at unlinked ST solution = 0.012909 hartree
Chosen triple (a,b = spin up,down): 1a->3a, 2a->4a, 1b->4b
  sign +1, t(1a->3a) = -0.009934, r_D = -0.005933, term = 0.000059 hartree
  sign -1, t(1a->4a) = 0.010580, r_D = 0.040855, term = -0.000432 hartree
  sign -1, t(2a->3a) = 0.135534, r_D = 0.095884, term = -0.012996 hartree
  sign +1, t(2a->4a) = 0.006624, r_D = 0.006100, term = 0.000040 hartree
  sign +1, t(1b->4b) = 0.010580, r_D = 0.050015, term = 0.000529 hartree
Sum of terms = -0.012799, direct u_T = -0.012799 hartree
Ranks, closed?, max |t|, max |u_P| (hartree) at linked solution:
  S    yes 0.135534 1.0e-17
  D    yes 0.152089 2.8e-17
  T    yes 0.000000 0.0e+00
  Q    yes 0.000000 0.0e+00
  SD   yes 0.149355 1.1e-16
  ST   no  0.135534 1.3e-02
  SQ   no  0.135534 1.7e-03
  DT   no  0.151900 2.6e-03
  DQ   yes 0.152048 4.2e-17
  TQ   no  0.000000 0.0e+00
  SDT  yes 0.149172 5.6e-17
  SDQ  no  0.149320 7.6e-04
  STQ  no  0.135534 1.3e-02
  DTQ  no  0.151865 2.6e-03
  SDTQ yes 0.149144 8.3e-17
H2 bond = 1.4 bohr; one H2, ST energy = -1.12084404 hartree
One H2, exact energy = -1.14074965 hartree
E(pair)-2E(H2), ST: linked 4.4e-16, unlinked -1.0200e-04 hartree
E(pair)-2E(H2), SD: linked -7.3e-14, unlinked 4.4e-16 hartree
```
